**Upward absorption onsets in a doped two-band oxide model**

The program studies a partly filled lower conduction band and an empty upper one, separated by $D$ at $k=0$, with inverse-mass parameters $A$ and $B$, coupling $P$ and Fermi energy $E_F$. The vertical onset is $D-\max(0,1-B/A)E_F$, and the floor without momentum conservation is $D-E_F$ when the band edges are unshifted. Assertions compare the onset and the electron density with direct diagonalization over the Fermi sea for three separations and three mass ratios; the largest onset difference is 0.0005 eV. The weak-coupling absorption formula is compared with a sum over diagonalized states at small coupling, with a largest relative error of 0.0009. A disordered two-orbital ring is asserted to respect the lowered floor, to absorb below the clean vertical onset, and to gain transitions inside the lower band. Further assertions cover the Drude power loss, by integrating the equation of motion, and the exchange integral, by quadrature. At $5\times10^{20}$ electrons per cm³, the output shows visible upward absorption for $D=2.5$ and 3.3 eV and none for $D=4.5$ eV, where a Drude loss of 1.74% at 550 nm remains in a 150 nm film.

## Program and output

```python
"""Upward absorption of a doped oxide film with two conduction bands.

Result under test: filled states of the lower band absorb into the upper band
only above  D - max(0, 1-B/A)*EF  (momentum conserved), and never below
D - EF  (momentum not conserved, band edges unshifted).
H(k) = [[A k^2, P kz], [P kz, D + B k^2]]
D: separation at k=0; A, B: hbar^2/(2 mass) of the lower and upper band;
P: momentum coupling; EF: Fermi energy above the lower band bottom.
Energies in eV, lengths in nm, densities in nm^-3 unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HB2_2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
HC = sc.h * sc.c / sc.e * 1e9                         # eV nm
E2_HBAR = sc.e**2 / sc.hbar                           # siemens
NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)
U_NODES, U_WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2


def fermi_k(u, energy, D, A, B, P):
    """Wave number where the lower band has this energy; u = kz/k."""
    b = A * (D - energy) - B * energy - P**2 * u**2
    root = np.sqrt(b**2 + 4 * A * B * energy * (D - energy))
    return np.sqrt((-b + root) / (2 * A * B))


def density(energy, D, A, B, P):
    k = fermi_k(U_NODES, energy, D, A, B, P)
    return np.sum(U_WEIGHTS * k**3) / (3 * np.pi**2)


def fermi_energy(n, D, A, B, P):
    return brentq(lambda e: density(e, D, A, B, P) - n, 1e-6, 0.98 * D)


def onset_formula(EF, D, A, B):
    return D - max(0.0, 1 - B / A) * EF


def fermi_sea(n, D, A, B, P, nk=3000, nu=80):
    """Diagonalize H over the filled states: gaps, state weights, |dH/dk|^2."""
    assert A * D > P**2
    EF = fermi_energy(n, D, A, B, P)
    kmax = 1.02 * fermi_k(np.array([0.0, 1.0]), EF, D, A, B, P).max()
    k1 = (np.arange(nk) + 0.5) * kmax / nk
    u1 = (np.arange(nu) + 0.5) / nu
    k, u = [x.ravel() for x in np.meshgrid(k1, u1, indexing="ij")]
    kz, kp = k * u, k * np.sqrt(1 - u**2)
    H = np.empty((k.size, 2, 2))
    H[:, 0, 0] = A * k**2
    H[:, 1, 1] = D + B * k**2
    H[:, 0, 1] = H[:, 1, 0] = P * kz
    e, c = np.linalg.eigh(H)
    a0, a1 = c[:, 0, 0], c[:, 1, 0]
    b0, b1 = c[:, 0, 1], c[:, 1, 1]
    mz = 2 * A * kz * a0 * b0 + 2 * B * kz * a1 * b1 + P * (a0 * b1 + a1 * b0)
    mp = 2 * A * kp * a0 * b0 + 2 * B * kp * a1 * b1
    filled = e[:, 0] <= EF
    weight = k**2 / np.pi**2 * (kmax / nk) / nu
    return (EF, (e[:, 1] - e[:, 0])[filled], weight[filled],
            (mz**2 + mp**2)[filled])


def conductivity(sea, edges):
    """Orientation-averaged interband conductivity in S/m for photon bins."""
    _, gap, weight, m2 = sea
    total, _ = np.histogram(gap, bins=edges, weights=weight * m2 / 3)
    middle = (edges[1:] + edges[:-1]) / 2
    return np.pi * E2_HBAR * total / np.diff(edges) / middle * 1e9


def weak_conductivity(E, D, A, B, P):
    kE = np.sqrt((D - E) / (A - B))
    shape = (2 + (2 * D / E - 1)**2) / 3
    return E2_HBAR * P**2 * kE / (6 * np.pi * (A - B) * E) * shape * 1e9


# Inputs: rough regime of heavily tin-doped indium oxide, plus model choices
n_cm3, m1, m2, Ep = 5e20, 0.30, 0.60, 1.0
mobility, eps_inf, thickness_nm = 40.0, 4.0, 150.0    # cm^2/Vs, -, nm
gap_opt, temperature, tail = 3.6, 300.0, 0.10         # eV, K, eV
separations = [2.5, 3.3, 4.5]
n = n_cm3 * 1e-21
A, B, P = HB2_2M / m1, HB2_2M / m2, np.sqrt(HB2_2M * Ep)
E_red, E_violet, E_green = HC / 700, HC / 400, HC / 550

# Onset and density against diagonalization, including a lighter upper band
worst = 0.0
for D in separations:
    for ratio in (0.7, 2.0, 5.0):
        sea = fermi_sea(n, D, A, A / ratio, P, nk=1500, nu=60)
        predicted = onset_formula(sea[0], D, A, A / ratio)
        found = sea[1].min()
        assert found >= predicted - 1e-9
        assert found - predicted < 5e-3      # finite spacing of the k grid
        assert abs(sea[2].sum() / n - 1) < 4e-3
        worst = max(worst, found - predicted)

# Weak-coupling absorption against the sum over diagonalized states
P_weak = np.sqrt(HB2_2M * 1e-3)
sea = fermi_sea(n, 2.5, A, B, P_weak)
edges = np.linspace(onset_formula(sea[0], 2.5, A, B) + 0.03, 2.40, 7)
direct = conductivity(sea, edges)
formula = weak_conductivity((edges[1:] + edges[:-1]) / 2, 2.5, A, B, P_weak)
weak_error = np.max(np.abs(direct / formula - 1))
assert weak_error < 0.025                    # k grid is discrete in each bin

# Drude response
tau = mobility * 1e-4 * m1 * sc.m_e / sc.e
wp2 = n_cm3 * 1e6 * sc.e**2 / (sc.epsilon_0 * m1 * sc.m_e)
sigma0 = n_cm3 * 1e6 * sc.e * mobility * 1e-4


def complex_index(E):
    w = E * sc.e / sc.hbar
    return np.sqrt(eps_inf - wp2 / (w**2 + 1j * w / tau))


def alpha_from_sigma(sigma, E):
    """Absorption coefficient in cm^-1 from conductivity in S/m."""
    return sigma / (complex_index(E).real * sc.epsilon_0 * sc.c) / 100


w_green = E_green * sc.e / sc.hbar
wt = w_green * tau
alpha_drude = 2 * w_green * complex_index(E_green).imag / sc.c / 100
sigma_drude = sigma0 / (1 + wt**2)
assert abs(alpha_from_sigma(sigma_drude, E_green) / alpha_drude - 1) < 1e-6
period = 2 * np.pi / wt
start = np.ceil(20 / period) * period
times = start + np.arange(400) * period / 400
motion = solve_ivp(lambda s, v: -v + np.cos(wt * s), (0, start + period),
                   [0.0], t_eval=times, method="DOP853", rtol=1e-10, atol=1e-12)
power = np.mean(motion.y[0] * np.cos(wt * times))
assert abs(power / (0.5 / (1 + wt**2)) - 1) < 1e-3

# Ring with an s-like and a p-like orbital on each site, with site disorder
sites, nfill, t_s, t_p, V, D_ring, w_dis = 201, 51, 0.9, 0.45, 0.5, 4.5, 0.6


def ring(site_energy):
    """Gaps and squared velocity elements, to the lower and upper band."""
    one = np.eye(sites)
    S = np.roll(one, 1, axis=1)
    plus, minus = S + S.T, S - S.T
    H = np.block([[2 * t_s * one - t_s * plus, V / 2 * minus],
                  [-V / 2 * minus, (D_ring + 2 * t_p) * one - t_p * plus]])
    velocity = np.block([[-t_s * minus, V / 2 * plus],
                         [-V / 2 * plus, -t_p * minus]])
    e, c = np.linalg.eigh(H + np.diag(site_energy))
    m = (c[:, :nfill].T @ velocity @ c[:, nfill:])**2
    gap = e[None, nfill:] - e[:nfill, None]
    cut = sites - nfill
    return gap[:, :cut], m[:, :cut], gap[:, cut:], m[:, cut:]


q = 2 * np.pi * np.arange(-(nfill // 2), nfill // 2 + 1) / sites
e_s = 2 * t_s * (1 - np.cos(q))
e_p = D_ring + 2 * t_p * (1 - np.cos(q))
split = np.sqrt((e_p - e_s)**2 + 4 * V**2 * np.sin(q)**2)
ring_vertical = split.min()
ring_floor = D_ring - ((e_s + e_p - split) / 2).max()
g_in, m_in, g_up, m_up = ring(np.zeros(2 * sites))
assert abs(g_up[m_up > 1e-8].min() - ring_vertical) < 1e-8
assert abs(g_up.min() - ring_floor) < 1e-8
assert m_in.sum() < 1e-12 * m_up.sum()
rng = np.random.default_rng(7)
below, inside, lowest = [], [], []
for _ in range(6):
    g_in, m_in, g_up, m_up = ring(w_dis * (rng.random(2 * sites) - 0.5))
    below.append(m_up[g_up < ring_vertical].sum() / m_up.sum())
    inside.append(m_in.sum() / (m_in.sum() + m_up.sum()))
    lowest.append(g_up.min())
assert min(lowest) >= ring_floor - w_dis
assert min(below) > 1e-3 and min(inside) > 1e-3

# Exchange shift at the Fermi wave number of a uniform electron gas
kF = (3 * np.pi**2 * n)**(1 / 3)
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9     # eV nm
exchange = coulomb * kF / (np.pi * eps_inf)
shell = quad(lambda x: x * np.log((1 + x) / (1 - x)), 0, 1)[0]
assert abs(coulomb * kF * shell / (np.pi * eps_inf) / exchange - 1) < 1e-6


def show(label, value, unit="", form=".3f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("electron density", n_cm3, "cm^-3", ".2e")
show("lower band mass", m1, "m0", ".2f")
show("upper band mass", m2, "m0", ".2f")
show("coupling energy E_P", Ep, "eV", ".2f")
show("A", A, "eV nm^2", ".4f")
show("B", B, "eV nm^2", ".4f")
show("P", P, "eV nm", ".4f")
show("visible range, red end (700 nm)", E_red, "eV")
show("visible range, violet end (400 nm)", E_violet, "eV")
show("photon energy at 550 nm", E_green, "eV")
show("largest onset difference, grid minus formula", worst, "eV", ".4f")
show("largest relative error, weak formula", weak_error, "", ".4f")

bins = np.linspace(E_red, E_violet, 34)
centres = (bins[1:] + bins[:-1]) / 2
green_bin = np.array([E_green - 0.02, E_green + 0.02])
peaks, results = [], []
for D in separations:
    sea = fermi_sea(n, D, A, B, P)
    EF = sea[0]
    vertical, floor = onset_formula(EF, D, A, B), D - EF
    spectrum = alpha_from_sigma(conductivity(sea, bins), centres)
    peaks.append(spectrum.max())
    results.append((EF, vertical, floor))
    tag = f"D = {D} eV, "
    show(tag + "Fermi energy", EF, "eV")
    show(tag + "vertical onset", vertical, "eV")
    show(tag + "vertical onset wavelength", HC / vertical, "nm", ".0f")
    show(tag + "floor without momentum conservation", floor, "eV")
    show(tag + "largest visible upward absorption", peaks[-1], "cm^-1", ".2e")
    if D == separations[0]:
        green = alpha_from_sigma(conductivity(sea, green_bin)[0], E_green)
        weak = alpha_from_sigma(weak_conductivity(E_green, D, A, B, P), E_green)
        lost = 1 - np.exp(-green * thickness_nm * 1e-7)
        show(tag + "upward absorption at 550 nm", green, "cm^-1", ".2e")
        show(tag + "same from weak-coupling formula", weak, "cm^-1", ".2e")
        show(tag + "single-pass film loss at 550 nm", 100 * lost, "%", ".1f")
assert peaks[0] > 0 and peaks[1] > 0 and peaks[2] == 0
assert separations[1] > E_violet > results[1][1]

D = separations[2]
EF, vertical, floor = results[2]
margin = floor - E_violet
assert margin > exchange
n_floor = density(D - E_violet, D, A, B, P) * 1e21
kane = gap_opt / 2 * (np.sqrt(1 + 4 * EF / gap_opt) - 1)
thermal = np.exp(-margin * sc.e / (sc.k * temperature))
plasma_nm = 2 * np.pi * sc.c / np.sqrt(wp2 / eps_inf - 1 / tau**2) * 1e9
drude_loss = 1 - np.exp(-alpha_drude * thickness_nm * 1e-7)
valence = gap_opt + EF - exchange
assert valence > E_violet
show("widest case, floor minus violet end", margin, "eV")
show("widest case, density where floor meets violet", n_floor, "cm^-3", ".2e")
show("film thickness", thickness_nm, "nm", ".0f")
show("mobility", mobility, "cm^2/Vs", ".0f")
show("scattering time", tau * 1e15, "fs", ".2f")
show("omega tau at 550 nm", wt, "", ".1f")
show("Drude absorption at 550 nm", alpha_drude, "cm^-1", ".2e")
show("Drude single-pass film loss at 550 nm", 100 * drude_loss, "%", ".2f")
show("plasma edge wavelength", plasma_nm, "nm", ".0f")
show("thermal factor at 300 K over the margin", thermal, "", ".1e")
show("Fermi energy with Kane nonparabolicity", kane, "eV")
show("exchange shift scale", exchange, "eV")
show("band-tail factor for a 0.10 eV tail", np.exp(-margin / tail), "", ".1e")
show("valence-side onset, exchange subtracted", valence, "eV")
show("ring, clean vertical onset", ring_vertical, "eV")
show("ring, clean floor", ring_floor, "eV")
show("ring, full disorder width", w_dis, "eV", ".2f")
show("ring, lowest disordered upward gap", min(lowest), "eV")
show("ring, upward weight below vertical onset", 100 * np.mean(below), "%", ".1f")
show("ring, weight inside lower band", 100 * np.mean(inside), "%", ".1f")
print("finished without a failed check")
```

Running it gives:

```
electron density: 5.00e+20 cm^-3
lower band mass: 0.30 m0
upper band mass: 0.60 m0
coupling energy E_P: 1.00 eV
A: 0.1270 eV nm^2
B: 0.0635 eV nm^2
P: 0.1952 eV nm
visible range, red end (700 nm): 1.771 eV
visible range, violet end (400 nm): 3.100 eV
photon energy at 550 nm: 2.254 eV
largest onset difference, grid minus formula: 0.0005 eV
largest relative error, weak formula: 0.0009
D = 2.5 eV, Fermi energy: 0.729 eV
D = 2.5 eV, vertical onset: 2.136 eV
D = 2.5 eV, vertical onset wavelength: 581 nm
D = 2.5 eV, floor without momentum conservation: 1.771 eV
D = 2.5 eV, largest visible upward absorption: 2.04e+04 cm^-1
D = 2.5 eV, upward absorption at 550 nm: 1.71e+04 cm^-1
D = 2.5 eV, same from weak-coupling formula: 1.57e+04 cm^-1
D = 2.5 eV, single-pass film loss at 550 nm: 22.6 %
D = 3.3 eV, Fermi energy: 0.739 eV
D = 3.3 eV, vertical onset: 2.931 eV
D = 3.3 eV, vertical onset wavelength: 423 nm
D = 3.3 eV, floor without momentum conservation: 2.561 eV
D = 3.3 eV, largest visible upward absorption: 1.36e+04 cm^-1
D = 4.5 eV, Fermi energy: 0.747 eV
D = 4.5 eV, vertical onset: 4.127 eV
D = 4.5 eV, vertical onset wavelength: 300 nm
D = 4.5 eV, floor without momentum conservation: 3.753 eV
D = 4.5 eV, largest visible upward absorption: 0.00e+00 cm^-1
widest case, floor minus violet end: 0.654 eV
widest case, density where floor meets violet: 1.29e+21 cm^-3
film thickness: 150 nm
mobility: 40 cm^2/Vs
scattering time: 6.82 fs
omega tau at 550 nm: 23.4
Drude absorption at 550 nm: 1.17e+03 cm^-1
Drude single-pass film loss at 550 nm: 1.74 %
plasma edge wavelength: 1649 nm
thermal factor at 300 K over the margin: 1.0e-11
Fermi energy with Kane nonparabolicity: 0.635 eV
exchange shift scale: 0.281 eV
band-tail factor for a 0.10 eV tail: 1.4e-03
valence-side onset, exchange subtracted: 4.065 eV
ring, clean vertical onset: 4.297 eV
ring, clean floor: 4.007 eV
ring, full disorder width: 0.60 eV
ring, lowest disordered upward gap: 3.843 eV
ring, upward weight below vertical onset: 13.4 %
ring, weight inside lower band: 26.6 %
finished without a failed check
```
